# Sharing exposure time between two half-reactions for greatest growth per cycle

## What dimensions and symmetry fix

In atomic layer deposition a surface is exposed in turn to a precursor A, lasting \(t_1\), and to a co-reactant B, lasting \(t_2\). Suppose each half-reaction is first order, with rate constants \(k_1\) and \(k_2\) in 1/s. The repeating cycle then contains four quantities with dimension, all built from time. Let \(G\) be the growth per cycle divided by its value at full saturation. Nothing inside a half-reaction compares \(t_1\) with \(k_2\), so \(G\) can depend only on

\[
x=k_1t_1,\qquad y=k_2t_2 .
\]

There is also a symmetry. In a repeating cycle, as many sites take up A as are later converted by B, so growth may be counted at either half-reaction. Exchanging the names "bare" and "covered" exchanges the roles of A and B. Hence \(G(x,y)=G(y,x)\).

Now let \(t_1+t_2=T\) be fixed. At an interior maximum, moving a little time from one exposure to the other changes nothing to first order, so \(\partial G/\partial t_1=\partial G/\partial t_2\). Write \(F(x,y)=\partial G/\partial x\). By the symmetry \(\partial G/\partial y=F(y,x)\), and the condition must have the form

\[
k_1F(x,y)=k_2F(y,x).
\]

This already excludes equal saturation, \(x=y\), when the rates differ: it would require \(k_1F(x,x)=k_2F(x,x)\), which is impossible if \(F>0\). The function \(F\) itself has to come from the kinetics.

## Assumptions and theorem

Let \(c\) be the fraction of surface sites that carry A. The assumptions are these.

1. The number of sites per area, \(N\), is fixed, and each site is either bare and reactive toward A, or covered and reactive toward B.
2. During A's exposure \(dc/dt=k_1(1-c)\). During B's exposure \(dc/dt=-k_2c\). Both rate constants are positive and constant.
3. Each conversion by B completes one unit of film and restores a bare site. If all sites convert, the film gains the thickness \(g_{\rm sat}\).
4. Purges remove all gas and leave \(c\) unchanged.
5. The cycle has been repeated until it is periodic.

**Theorem.** For fixed \(T=t_1+t_2\), the growth per cycle \(g_{\rm sat}G\) has one maximum, at the unique division of time for which

\[
\boxed{\;\frac{k_1}{\sinh^2(k_1t_1/2)}=\frac{k_2}{\sinh^2(k_2t_2/2)}\;}
\]

If the purge times are also fixed, the cycle length is fixed, and the same division maximizes growth per unit time at that \(T\). The theorem does not say which \(T\) is best.

## Lemma 1: the cycle map

Let \(a=e^{-k_1t_1}\) and \(b=e^{-k_2t_2}\). Let \(c_-\) be the coverage at the start of a cycle. Whatever its value in the first cycle, the growth per cycle tends to

\[
G=\frac{(1-a)(1-b)}{1-ab}.
\]

*Proof.* During A's exposure the bare fraction obeys \(d(1-c)/dt=-k_1(1-c)\), so it shrinks by the factor \(a\). The coverage after A is

\[
c_+=1-(1-c_-)a .
\]

During B's exposure the coverage shrinks by the factor \(b\). The next cycle therefore begins with

\[
c_-'=bc_+=b(1-a)+ab\,c_- .
\]

This map is linear with slope \(ab\), and \(0<ab<1\). Any deviation from the fixed point is multiplied by \(ab\) in each cycle, so every starting coverage leads to the same periodic state. Setting \(c_-'=c_-\) gives

\[
c_-=\frac{b(1-a)}{1-ab},\qquad c_+=\frac{c_-}{b}=\frac{1-a}{1-ab}.
\]

The fraction converted by B is \(c_+-c_-=(1-b)c_+\), which is the stated \(G\). \(\square\)

## Lemma 2: the two reactants separate in 1/G

\[
\frac1G=\frac12\left[\coth\frac{k_1t_1}{2}+\coth\frac{k_2t_2}{2}\right].
\]

*Proof.* Expand the two products

\[
(1-a)(1+b)=1+b-a-ab,\qquad (1+a)(1-b)=1-b+a-ab .
\]

Their sum is \(2(1-ab)\). Dividing by \(2(1-a)(1-b)\) gives

\[
\frac1G=\frac{1-ab}{(1-a)(1-b)}=\frac12\left[\frac{1+b}{1-b}+\frac{1+a}{1-a}\right].
\]

Multiply the numerator and denominator of the last fraction by \(e^{x/2}\), with \(a=e^{-x}\):

\[
\frac{1+a}{1-a}=\frac{e^{x/2}+e^{-x/2}}{e^{x/2}-e^{-x/2}}=\coth\frac x2 .
\]

The same step applies to \(b\). \(\square\)

The growth itself is not a sum of two contributions, because each reactant works on what the other has left. Its reciprocal is such a sum, much as resistances in series add. An incomplete exposure to either reactant raises \(1/G\) above its saturated value of 1.

## Lemma 3: slopes and convexity

For \(i=1,2\),

\[
\frac{\partial G}{\partial t_i}=\frac{G^2}{4}\,\frac{k_i}{\sinh^2(k_it_i/2)},\qquad
\frac{\partial^2}{\partial t_i^2}\frac1G=\frac{k_i^2}{4}\,\frac{\cosh(k_it_i/2)}{\sinh^3(k_it_i/2)}>0 .
\]

*Proof.* Since \(d\coth z/dz=-1/\sinh^2z\) and \(z=k_it_i/2\) contributes a factor \(k_i/2\),

\[
\frac{\partial}{\partial t_i}\frac1G=\frac12\cdot\frac{k_i}{2}\cdot\left(-\frac1{\sinh^2(k_it_i/2)}\right)=-\frac{k_i}{4\sinh^2(k_it_i/2)} .
\]

The first claim follows from \(\partial G=-G^2\,\partial(1/G)\). For the second, differentiate once more, using

\[
\frac{d}{dt}\sinh^{-2}\frac{kt}{2}=-2\cdot\frac k2\cdot\frac{\cosh(kt/2)}{\sinh^3(kt/2)} .
\]

The two minus signs cancel, and the result is positive for \(t_i>0\). \(\square\)

## Proof of the theorem

Put \(t_2=T-t_1\) and regard \(1/G\) as a function of \(t_1\) on \(0<t_1<T\). Its second derivative is the sum of the two positive terms in Lemma 3, because the sign from \(dt_2/dt_1=-1\) is squared. So \(1/G\) is strictly convex. At either end one exposure vanishes, its coth diverges, and \(1/G\to\infty\). A strictly convex function that diverges at both ends has one minimum, in the interior, where its derivative vanishes:

\[
0=\frac{d}{dt_1}\frac1G=-\frac{k_1}{4\sinh^2(k_1t_1/2)}+\frac{k_2}{4\sinh^2(k_2t_2/2)} .
\]

This is the stated equality. Since \(G>0\), the minimum of \(1/G\) is the maximum of \(G\). \(\square\)

**Remark (value of more time).** At the optimum both slopes \(\partial G/\partial t_i\) have a common value \(\lambda\). If \(T\) grows and the division is readjusted, then \(dt_1/dT+dt_2/dT=1\), so

\[
\frac{dG_{\max}}{dT}=\lambda\left(\frac{dt_1}{dT}+\frac{dt_2}{dT}\right)=\lambda=\frac{G^2}{4}\frac{k_1}{\sinh^2(k_1t_1/2)} .
\]

With a total purge time \(P\) per cycle, the growth rate is proportional to \(G_{\max}/(T+P)\). Differentiating this quotient shows that a longer \(T\) raises the rate when \(\lambda>G_{\max}/(T+P)\).

## Corollary: the slower reactant

If \(k_1<k_2\), then at the optimum \(t_1>t_2\) but \(k_1t_1<k_2t_2\).

*Proof.* At a common time \(t\), let \(q(k)=k/\sinh^2(kt/2)\) and \(z=kt/2\). Then

\[
\frac{d\ln q}{dk}=\frac1k-t\coth\frac{kt}2=\frac1k\left(1-2z\coth z\right)<0,
\]

because \(\tanh z<z\) makes \(z\coth z>1\). At equal times the slower reactant therefore has the larger slope, and by convexity the maximum lies where it has more time. At the maximum itself, the smaller \(k\) must be divided by the smaller \(\sinh^2\), so \(k_1t_1<k_2t_2\). \(\square\)

The slower reactant thus gets more time, but not enough to bring it to the same saturation as the faster one. Its last increments of saturation cost too much time.

## Two limits and two related cases

**Short exposures.** If \(x\) and \(y\) are both small, \(\sinh z\simeq z\), and each side of the condition becomes \(4/(k_it_i^2)\). Therefore

\[
\frac{t_1}{t_2}=\sqrt{\frac{k_2}{k_1}},\qquad t_i=\frac{T}{S\sqrt{k_i}},\qquad S=\frac1{\sqrt{k_1}}+\frac1{\sqrt{k_2}} .
\]

With \(\coth z\simeq1/z\), Lemma 2 becomes \(1/G\simeq1/x+1/y\). Since \(k_it_i=\sqrt{k_i}\,T/S\),

\[
\frac1G\simeq\frac ST\left(\frac1{\sqrt{k_1}}+\frac1{\sqrt{k_2}}\right)=\frac{S^2}{T},\qquad G\simeq\frac{T}{S^2}.
\]

Growth per cycle is then proportional to total exposure.

**Long exposures.** If \(x\) and \(y\) are both large, \(\sinh^2(x/2)\simeq e^{x}/4\), and the condition becomes \(k_1e^{-x}=k_2e^{-y}\), or

\[
k_1t_1-k_2t_2=\ln\frac{k_1}{k_2}.
\]

Here \(\coth(x/2)\simeq1+2e^{-x}\), so the growth missing from saturation is \(1-G\simeq e^{-x}+e^{-y}\). At the optimum the two terms stand in the ratio \(e^{-x}/e^{-y}=k_2/k_1\): the slower reactant is left with the larger shortfall.

**Unequal cost of time.** Suppose the fixed quantity is \(w_1t_1+w_2t_2\), where the positive weights express, for instance, the price of each gas. Define \(s_i=w_it_i\) and \(k_i'=k_i/w_i\). Then \(k_i's_i=k_it_i\), so \(G\) is unchanged, the sum \(s_1+s_2\) is fixed, and the theorem applies to the new variables. The quantities to be made equal are \((k_i/w_i)/\sinh^2(k_it_i/2)\).

**The first cycle.** On a bare surface the first cycle converts \((1-a)(1-b)\), without the denominator of Lemma 1. Setting the derivatives of its logarithm equal gives \(k_1/(e^{x}-1)=k_2/(e^{y}-1)\), a different condition. The hyperbolic form belongs to periodic growth.

## Example: iron oxide from ferrocene and ozone

The inputs are rough or assumed values in the regime of this process near 500 K: saturated growth \(g_{\rm sat}=0.05\) nm, film density 5.2 g/cm³, and 159.7 g/mol for an oxide with two iron atoms per formula unit. If each site delivers one iron atom per saturated cycle,

\[
N=\frac{2(5.2)N_{\rm A}}{159.7}\,(0.05\times10^{-7}\ \text{cm})=1.961\times10^{14}\ \text{cm}^{-2}.
\]

A gas at pressure \(p\) and molecular mass \(m\) strikes a surface with flux \(J=p/\sqrt{2\pi mk_{\rm B}\Theta}\), where \(\Theta\) is the temperature. Ferrocene (186 g/mol, 0.010 Torr) gives \(J_1=1.152\times10^{18}\) cm⁻² s⁻¹. Ozone (48 g/mol, 0.100 Torr) gives \(J_2=2.267\times10^{19}\) cm⁻² s⁻¹. With assumed reaction probabilities per collision of \(1.0\times10^{-4}\) and \(2.0\times10^{-5}\),

\[
k_1=\frac{10^{-4}J_1}{N}=0.587\ \text{s}^{-1},\qquad
k_2=\frac{2\times10^{-5}J_2}{N}=2.313\ \text{s}^{-1}.
\]

Let \(T=4\) s. Solving the condition by numerical root-finding gives \(t_1=2.817\) s for ferrocene and \(t_2=1.183\) s for ozone, so \(x=1.655\) and \(y=2.735\). Both sides of the condition equal 0.686 s⁻¹, and

\[
G=\frac{2}{\coth(1.655/2)+\coth(2.735/2)}=0.766 .
\]

The growth is \(0.05\times0.766=0.0383\) nm per cycle. Two other divisions of the same 4 s are instructive.

- Equal times, 2 s each, give \(G=0.686\), or 0.0343 nm. The optimum is 11.6 % higher. The slopes here are 0.179 s⁻¹ for ferrocene and 0.011 s⁻¹ for ozone, so the last moments of ozone exposure are nearly wasted.
- Equal saturation, \(x=y\), needs \(t_1=Tk_2/(k_1+k_2)=3.190\) s and gives \(G=0.734\), or 0.0367 nm. The optimum is 4.4 % higher.

Equal times would need a total exposure of 4.97 s to match the optimum at 4 s.

The common slope at the optimum is \(\lambda=0.766^2\times0.686/4=0.101\) s⁻¹. With two purges of 5 s, \(G/(T+P)=0.766/14=0.055\) s⁻¹. This is smaller than \(\lambda\), so at these purge times a longer total exposure would raise the growth rate as well.

The start-up transient is multiplied by \(ab=0.012\) in each cycle. A bare surface takes up \(1-a=0.809\) in its first ferrocene exposure, more than the periodic 0.766, because in later cycles some sites are still covered when ferrocene returns.

## What the model leaves out

Each effect below is sized alone, with assumed inputs. Changes are relative to the optimal growth above, and the exposure times stay fixed unless stated otherwise.

**Slow sites.** Let 20 % of the sites react with ferrocene at one tenth of \(k_1\). The two kinds of site grow independently, so their values of \(G\) are averaged with weights 0.8 and 0.2. Growth falls by 16 %. Maximizing the average numerically moves \(t_1\) only to 2.85 s and recovers almost none of the loss. The best division is robust here, while the growth is not.

**Desorption.** For a barrier of 1.6 eV and a prefactor of \(10^{13}\) s⁻¹, ferrocene leaves at \(10^{13}e^{-1.6\,\text{eV}/k_{\rm B}\Theta}=7.5\times10^{-4}\) s⁻¹. Adding this loss to the rate equations in all four steps of the cycle, and solving them by matrix exponentials, lowers growth by 0.5 %.

**Gas supply.** Let \(u\) be the ferrocene density divided by its feed value \(n_0\), in a well-mixed layer of height \(h=1\) cm with residence time \(\tau=0.2\) s. Then

\[
\frac{du}{dt}=\frac{f-u}{\tau}-\frac{N}{n_0h}\frac{dc}{dt},\qquad \frac{dc}{dt}=k_1u(1-c),
\]

with \(f=1\) during the exposure and \(f=0\) during the purge. The second equation shows that coverage depends on the gas through \(\int u\,dt\), which replaces \(t_1\). Integrate the first over exposure and purge. The density starts at zero and ends the purge below a fraction \(e^{-5/0.2}\simeq10^{-11}\) of its feed value, so the left side is negligible and

\[
\int u\,dt=t_1-\frac{\tau NG}{n_0h}.
\]

Slow filling and slow washout cancel; what remains is the gas consumed by the surface. The layer holds \(n_0h=1.931\times10^{14}\) cm⁻², about one molecule per site. Solving for \(G\) with the shortened exposure gives a lost time of 0.15 s and a growth 2.1 % lower. This counts ferrocene only. Burning one ferrocene fully to iron oxide, carbon dioxide and water takes 26.5 oxygen atoms, that is about 9 ozone molecules if all three atoms of each are used and 26.5 if only one is, while the layer holds about 10 per site. The same balance applied to ozone then lowers growth by a further comparable or larger amount, to a total of 4 to 10 %. A removal of ligands in so many steps also need not follow the single exponential assumed for B.

**Deep holes.** In a hole of diameter \(d\) and depth \(L\), with molecular flow at mean speed \(v\), the diffusivity is \(dv/3\). A wall loss probability \(\gamma\) removes gas at the rate \((\gamma v/4)(4/d)=\gamma v/d\) per unit density. The steady balance is \(p''=(3\gamma/d^2)p\). With no flux through the floor, the bottom pressure is \(1/\cosh(\sqrt{3\gamma}\,L/d)\) of that at the mouth. For \(L/d=20\), take \(\gamma=1.0\times10^{-4}\) for ferrocene on bare walls and \(3.0\times10^{-4}\) for ozone, which may also decompose. The bottom fractions are 0.943 and 0.844. Multiplying \(k_1\) and \(k_2\) by them lowers growth at the bottom by 5.1 %. This is an estimate for a long hole: it neglects the resistance of the mouth. Free-molecular transport with diffuse wall scattering, which includes it, gives fractions of 0.936 and 0.828 and a loss of 5.8 %. On the other hand, the steady wall loss assumed for ferrocene is too large, because that loss fades as the walls become covered.

**Wafer temperature.** If both reaction probabilities have an activation energy of 0.3 eV, a wafer 10 K cooler has both rates multiplied by 0.868, and growth falls by 7.7 %. The much weaker change of gas flux with temperature is ignored.

## The model beside a real process

Growth of a few hundredths of a nanometre per cycle is a plausible size for this kind of process, but the reaction probabilities are uncertain and enter the rate constants in direct proportion. The growth of 0.0383 nm is therefore a property of the chosen inputs, not a prediction for a reactor. The example is also deliberately unsaturated: a process run for uniform thickness would use longer exposures, where \(G\) is close to 1 and the division of time changes the growth per cycle less. It still matters for time: the total exposure that equal times need to match the optimum rises from 1.24 \(T\) at \(T=4\) s to 1.45 \(T\) at 12 s, and tends to \(2k_2/(k_1+k_2)\approx1.6\) times \(T\). Among the effects sized above with assumed inputs, the largest comes from dropping the assumption that one constant rate describes all sites; it costs 16 % of the growth. The balance condition is a sound rule for dividing time when measured uptake in both half-reactions follows single exponentials, purges remove all gas without changing the coverage, and total exposure rather than uniformity is the limiting resource. If a valve imposes a minimum time longer than the optimal one, convexity places the best allowed division at that minimum.

All numerical values are calculated from the stated model.
